# How points of fixed orientation move on an anisotropically etched surface

A crystal is etched at a rate that depends on the local orientation of its surface. Let $\mathbf n$ be the unit normal pointing from the etchant into the solid. The surface advances along $\mathbf n$ with speed $V(\mathbf n)>0$. This speed is twice differentiable and does not depend on position, time or curvature, so depletion of the etchant is neglected. Until part (g) the surface is smooth.

Describe the surface by $\phi(\mathbf x,t)=0$, with $\phi>0$ in the solid and $\nabla\phi\neq0$. Extend the speed to vectors of any nonzero length by

$$H(\mathbf p)=|\mathbf p|\,V(\mathbf p/|\mathbf p|).$$

For $\lambda>0$ this gives $H(\lambda\mathbf p)=\lambda H(\mathbf p)$: $H$ is homogeneous of degree one.

## (a) Which equation does $\phi$ obey?

**Solution.** Follow any point $\mathbf x(t)$ that stays on the surface. Differentiating $\phi(\mathbf x(t),t)=0$ gives

$$\phi_t+\dot{\mathbf x}\cdot\nabla\phi=0 .$$

Since $\phi$ increases into the solid, $\nabla\phi=|\nabla\phi|\,\mathbf n$. The etch law fixes the normal part of the velocity, $\dot{\mathbf x}\cdot\mathbf n=V(\mathbf n)$, and leaves the tangential part free. Hence

$$\phi_t+|\nabla\phi|V(\mathbf n)=\phi_t+H(\nabla\phi)=0 .$$

The etch law demands this on $\phi=0$. We choose $\phi$ near the surface so that its other level surfaces move by the same law; the equation then holds in a neighbourhood and may be differentiated in space.

## (b) Along which paths does the normal stay constant?

**Solution.** Write $\mathbf p=\nabla\phi$ and $H_j=\partial H/\partial p_j$, and sum over repeated indices. The derivative of the equation with respect to $x_i$ is

$$\partial_t p_i+H_j(\mathbf p)\,\partial_i p_j=0 .$$

Because $\partial_i p_j=\partial_i\partial_j\phi=\partial_j p_i$,

$$\partial_t p_i+H_j(\mathbf p)\,\partial_j p_i=0 .$$

The left side is the rate of change of $p_i$ seen by an observer moving with

$$\frac{d\mathbf x}{dt}=\nabla H(\mathbf p).$$

This observer sees a constant $\mathbf p$. The observer's velocity depends on $\mathbf p$ alone, so it is constant too, and the path is straight.

The path must also remain on the surface. Differentiating $H(\lambda\mathbf p)=\lambda H(\mathbf p)$ with respect to $\lambda$ at $\lambda=1$ gives Euler's identity $\mathbf p\cdot\nabla H=H$. Along the path,

$$\frac{d\phi}{dt}=\phi_t+\nabla H\cdot\mathbf p=-H+H=0 .$$

A path that starts on $\phi=0$ therefore stays there. Finally, differentiating $H(\lambda\mathbf p)=\lambda H(\mathbf p)$ with respect to $\mathbf p$ gives $\nabla H(\lambda\mathbf p)=\nabla H(\mathbf p)$, so the length of $\mathbf p$ is irrelevant:

$$\mathbf x(t)=\mathbf x_0+t\,\mathbf c(\mathbf n),\qquad \mathbf c(\mathbf n)=\nabla H(\mathbf n).$$

## (c) Express $\mathbf c$ through the etch rate, and interpret its direction.

**Solution.** With $\mathbf n=\mathbf p/|\mathbf p|$, the needed derivatives are

$$\frac{\partial|\mathbf p|}{\partial p_i}=n_i,\qquad
\frac{\partial n_j}{\partial p_i}=\frac{\delta_{ij}-n_in_j}{|\mathbf p|}.$$

Let $g_j=\partial V/\partial n_j$, computed from any smooth formula for $V$ in the components of $\mathbf n$. The product rule gives

$$c_i=n_iV+|\mathbf p|\,\frac{\delta_{ij}-n_in_j}{|\mathbf p|}\,g_j
=n_iV+g_i-n_i(\mathbf n\cdot\mathbf g).$$

The last two terms are the part of $\mathbf g$ tangent to the unit sphere, the surface gradient $\nabla_SV$. Thus

$$\mathbf c=V\mathbf n+\nabla_SV,\qquad \mathbf c\cdot\mathbf n=V .$$

The normal part is the etch rate, as it must be. The tangential part points towards orientations that etch faster. It vanishes for an isotropic rate and at every stationary orientation of $V$; there the path runs along the normal.

There is also a geometrical reading. Plot the vector $\mathbf n/V(\mathbf n)$ for all orientations. Since $H(\mathbf n/V)=H(\mathbf n)/V=1$, this slowness surface is the level surface $H=1$, and $\mathbf c=\nabla H$ is perpendicular to it.

## (d) Is this path the motion of "the point with normal $\mathbf n$"? What happens to a marker that moves along the normal instead?

**Solution.** For a small displacement $d\mathbf x$ in the surface, write $d\mathbf n=W\,d\mathbf x$, where $W$ acts in the tangent plane. If the Gaussian curvature $\det W$ is nonzero, $W$ can be inverted, and orientation labels the points of a small patch uniquely. The point with normal $\mathbf n$ then has one possible track, the straight line of part (b).

On a flat facet $W=0$. All its points share one normal, so orientation singles out none of them, and the etch law fixes just the facet's normal speed. On a cylindrical surface, orientation labels a whole straight line of points, whose motion is determined within the cross-section.

Now let a marker move with $\dot{\mathbf x}=V\mathbf n$. The unit normal obeys the same transport equation as $\mathbf p$, namely $\partial_t\mathbf n=-(\mathbf c\cdot\nabla)\mathbf n$. The marker therefore sees

$$\frac{d\mathbf n}{dt}=\big[(V\mathbf n-\mathbf c)\cdot\nabla\big]\mathbf n=-W\,\nabla_SV .$$

Its normal turns wherever the right side is nonzero. Both descriptions produce the same surface, because they differ by a tangential motion. The velocity $\mathbf c$ belongs to a geometrical point, not to matter.

## (e) How does the curvature change, and when do the straight paths focus?

**Solution.** Take two neighbouring points separated initially by $d\mathbf x_0$. Their normals differ by $d\mathbf n=W_0\,d\mathbf x_0$, and this difference is conserved. Subtracting their paths gives

$$d\mathbf x=d\mathbf x_0+t\,D^2H(\mathbf n)\,d\mathbf n=\big[I+t\,D^2H(\mathbf n)\,W_0\big]d\mathbf x_0 ,$$

where $D^2H$ is the matrix of second derivatives. Since $\nabla H$ does not change along $\mathbf n$, $D^2H\,\mathbf n=0$. The matrix is symmetric, so it maps the tangent plane into itself. If $W_0$ is invertible, $d\mathbf x_0=W_0^{-1}d\mathbf n$, and hence

$$W(t)^{-1}=W_0^{-1}+t\,D^2H(\mathbf n).$$

The smooth description fails at the latest when $I+t\,D^2H\,W_0$ first becomes singular: neighbouring paths then meet. This condition is local. The description can end earlier if distant parts of the surface run into each other, as at a thin wall or neck etched from both sides.

To find the elements of $D^2H$, let $\mathbf e$ be a unit tangent vector and put $\mathbf p=\mathbf n+s\mathbf e$. Its length is $\sqrt{1+s^2}$ and its direction is tilted by $\theta=\arctan s=s+O(s^3)$. With primes for derivatives with respect to $\theta$ along this great circle,

$$H=\Big(1+\frac{s^2}{2}\Big)\Big(V+V's+\frac{V''s^2}{2}\Big)+O(s^3)
=V+V's+\frac{V+V''}{2}s^2+O(s^3).$$

Therefore $\mathbf e\cdot D^2H\,\mathbf e=V+V''$.

Consider a hilltop of the solid whose normal is a symmetry direction with $D^2H=\sigma I$ in the tangent plane, $\sigma=V+V''$. If the solid lies below $z=h(x,y)$, then $\phi=h-z$ and $\mathbf n\propto(h_x,h_y,-1)$. At the top $W_0$ is the matrix of second derivatives of $h$, with eigenvalues $-1/R_i(0)$. The law for $W^{-1}$ becomes $-R_i(t)=-R_i(0)+\sigma t$, or

$$R_i(t)=R_i(0)-\sigma t .$$

For $\sigma>0$ hilltops sharpen, and the smaller radius vanishes at $t=R_{\min}(0)/\sigma$. At a valley bottom the sign of $W_0$ is reversed and the radii grow as $R_i(0)+\sigma t$. For $\sigma<0$ the two roles are exchanged. An isotropic rate has $\sigma=V$, which describes a solid sphere shrinking at the etch rate.

## (f) Apply the results to a cubic model crystal.

Take the smooth model rate

$$V=a_0+b_4(n_x^4+n_y^4+n_z^4)+c_6n_x^2n_y^2n_z^2,$$

with chosen values 1.0, 1.4 and 0.3 µm/min on (100), (110) and (111). The initial surface is

$$h_0=A_1\cos kx+A_2\cos ky,\qquad k=2\pi/L,$$

with $L=40$ µm, $A_1=0.8$ µm and $A_2=0.6$ µm. Follow the orientation found initially at $x=5$ µm, $y=4$ µm for 6 min, and find the focusing time.

**Solution.** The three rates require $a_0+b_4=1.0$, $a_0+b_4/2=1.4$ and $a_0+b_4/3+c_6/27=0.3$. They give $a_0=1.8$, $b_4=-0.8$ and $c_6=-33.3$ µm/min.

At the chosen point $h_0=1.0511$ µm. The slopes are $h_x=-kA_1\sin kx=-0.0889$ and $h_y=-kA_2\sin ky=-0.0554$. Normalizing $(h_x,h_y,-1)$ gives

$$\mathbf n=(-0.0884,\,-0.0551,\,-0.9946),\qquad V(\mathbf n)=1.0164\ \text{µm/min}.$$

For this model $g_x=4b_4n_x^3+2c_6n_xn_y^2n_z^2$, with the other components by permutation. Inserting these in $\mathbf c=V\mathbf n+\mathbf g-(\mathbf n\cdot\mathbf g)\mathbf n$ yields

$$\mathbf c=(-0.3471,\,-0.1999,\,-0.9801)\ \text{µm/min},\qquad |\mathbf c|=1.0588\ \text{µm/min}.$$

The angle between $\mathbf c$ and $\mathbf n$ has cosine $V/|\mathbf c|=1.0164/1.0588$, so it is $16.3^\circ$, although the rate here is within 2% of its (001) value. By part (c) the tangent of this angle is $|\nabla_SV|/V$, and $V$ can have an appreciable slope while still close to its (001) value. After 6 min the orientation sits at

$$\begin{aligned}
x&=5-6(0.3471)=2.92\ \text{µm},\\
y&=4-6(0.1999)=2.80\ \text{µm},\\
z&=1.0511-6(0.9801)=-4.83\ \text{µm}.
\end{aligned}$$

The same position follows without using $\mathbf c$. Represent one period of the surface by $64\times64$ markers, obtain their normals by Fourier differentiation, and move each with $V\mathbf n$ by a fourth-order Runge–Kutta method with steps of 0.05 min. On the final surface, the point near the start that has the original slopes lies at $(2.92,\,2.80,\,-4.83)$ µm.

The marker that began at the chosen point is elsewhere, at $(4.391,\,3.631,\,-5.029)$ µm, and its normal has turned by $1.40^\circ$. Part (d) accounts for this. Initially the horizontal part of $\nabla_SV=\mathbf c-V\mathbf n$ is $(-0.257,-0.144)$ µm/min. For small slopes $W$ is nearly diagonal, with elements $-k^2A_1\cos kx=-0.0140$ and $-k^2A_2\cos ky=-0.0120$ per µm. Thus $\mathbf n$ turns at about $(-0.0036,-0.0017)$ rad/min, or 0.024 rad $\approx1.4^\circ$ in 6 min if the initial rate persists. The marker moves onto a steeper part of the hill.

For the hilltop, tilt the normal from (001) by a small angle $\theta$. In every azimuth $n_x^4+n_y^4+n_z^4=1-2\theta^2+O(\theta^4)$, while the last term of $V$ is $O(\theta^4)$. Hence

$$V=1.0+1.6\,\theta^2+O(\theta^4)\ \text{µm/min},\qquad V''=3.2,\qquad \sigma=4.2\ \text{µm/min}.$$

The initial radii $1/(k^2A_1)$ and $1/(k^2A_2)$ are 50.66 and 67.55 µm. After 6 min each is smaller by $4.2\times6=25.2$ µm, leaving 25.46 and 42.35 µm. The second derivatives of the marker surface give the same two values. The hilltop focuses at $50.66/4.2=12.06$ min. Evaluating the singularity condition of part (e) at $81\times81$ starting points over one period gives no earlier time. The hilltop is not alone, however: the saddle at $x=0$, $y=L/2$ has the same normal and the same second derivative $-k^2A_1$ along $x$, so it focuses at the same moment.

## (g) What replaces the hilltop after focusing?

Consider the ridge $h_0=A_1\cos kx$, uniform along $y$, at $t=24$ min. Assume that an edge absorbs characteristics and emits none.

**Solution.** Put $F(q)=H(q,0,-1)$ with $q=h_x$. Since $\phi=h-z$, part (a) becomes $h_t+F(h_x)=0$. Euler's identity reads $qF'-H_z=F$, so the vertical velocity is $H_z=qF'-F$. A characteristic starting at $x=s$ with $q=h_0'(s)$ reaches

$$X=s+tF'(q),\qquad Z=h_0(s)+t\,[qF'(q)-F(q)].$$

After focusing, several values of $s$ can give the same $X$. Here $F$ is convex: its second derivative, evaluated at 201 slopes across the range $|q|\le kA_1$, is at least 3.74 µm/min at these points. Convexity selects the right sheet. For any slope $m$, $F(h_x)\ge F(m)+F'(m)(h_x-m)$. Along a line with horizontal speed $F'(m)$, the surface height therefore changes at the rate

$$h_t+F'(m)h_x=-F(h_x)+F'(m)h_x\le mF'(m)-F(m).$$

Integrating from $x=s$ with $m=h_0'(s)$ shows that the surface is never above the corresponding sheet. If the line runs along an edge, a slightly shifted line gives the same bound by continuity. Each smooth surface point lies on some sheet, because edges emit no characteristics. The surface is therefore the lowest sheet.

By symmetry the edge is at $x=0$. Solving $s+tF'(h_0'(s))=0$ numerically for the positive root gives $s=11.766$ µm. The edge slopes have magnitude

$$kA_1\sin(11.766\,k)=0.1209,$$

a tilt of $6.89^\circ$ on each flank. The starting point lies beyond the steepest point of the original profile, at $s=10$ µm. Slopes of magnitude between 0.1209 and $kA_1=0.1257$ have thus vanished from the surface. Smaller slopes have been lost from the hilltop but survive in the valley.

The formula for $Z$ puts the edge at $-23.52$ µm. The hilltop characteristic, continued past its end, would give $0.8-24(1.0)=-23.20$ µm, which is 0.32 µm too high. The reason is that the edge descends at $F(q)$, with $q$ the flank slope, and a strictly convex, even $F$ has $F(q)>F(0)=V(001)$ for $q\neq0$. A first-order upwind solution of $h_t+F(h_x)=0$ on 800 cells also gives $-23.52$ µm; its largest height difference from the lowest sheet is 0.0015 µm.

The lowest-sheet argument needs convexity over the slopes present. The straight paths themselves need a differentiable $H$: at a cusp of $V$ the gradient does not exist, and this smooth model does not describe such an orientation. If the rate varies with position, for instance through etchant depletion, differentiating the equation in part (a) leaves an extra term $-\partial H/\partial\mathbf x$ in $d\mathbf p/dt$, and the normal need no longer be constant along the path.
